Static electric field and the contact hyperfine coupling of a one-electron atom

**First half: the ground state to second order in the field**

Q: A uniform electric field pulls the electron to one side. The contact hyperfine coupling depends on the electron density at the nucleus itself. Why should the density at that one point respond, and at what order in the field?

A: Symmetry settles the order. Reversing the field has the same effect as reflecting the atom in the plane through the nucleus perpendicular to the field. The nucleus lies in that plane, so the density there is the same for F and −F. For a nondegenerate level such as the ground state this density has an expansion in powers of F, to be understood as an asymptotic series for small F. The expansion then has no linear term, and the first change that can occur is proportional to F². Whether it does occur, and with what sign, has to be calculated. That takes the wavefunction to second order, because its second-order part multiplies the unperturbed part in the density.

Q: Then fix the problem first. Which Hamiltonian, which units, which sign for the field term?

A: One nonrelativistic electron moves around a fixed point nucleus of charge Z = 1. In Hartree atomic units lengths are in bohr and energies in hartree. The electron has charge −1, so in a field of strength F along +z its potential energy is +Fz:

H = H₀ + Fz,  H₀ = −∇²/2 − 1/r.

The unperturbed ground state is

ψ₀ = e^(−r)/√π,  E₀ = −1/2.

Spin plays no part until the hyperfine interaction is considered. Without spin this level is nondegenerate, so ordinary perturbation theory applies.

Q: I object already. On the side of negative z the term Fz falls without limit. The electron can tunnel out, so H has no bound ground state for you to expand.

A: That is correct, and it limits the meaning of the result. At z = −s on the axis the potential is −1/s − Fs. It has a maximum of −2√F at s = 1/√F, and beyond it the potential drops again. For small F this top lies far above −1/2, and the electron must cross a barrier whose outer end is near s = 1/(2F), where −Fs alone has fallen to −1/2. At F = 0.004 that is about 125 bohr. What I calculate is the long-lived state that grows continuously out of ψ₀ as the field is switched on. Its slow decay is neglected.

Q: Accepted. Write the expansion.

A: I put

ψ = ψ₀ + Fψ₁ + F²ψ₂ + …,  E = E₀ + FE₁ + F²E₂ + …,

so that ψ₁, ψ₂, E₁ and E₂ do not contain F. Inserting both series in Hψ = Eψ and collecting equal powers of F gives

(H₀ − E₀)ψ₁ = (E₁ − z)ψ₀,

(H₀ − E₀)ψ₂ = E₂ψ₀ + (E₁ − z)ψ₁.

Take the scalar product of the first equation with ψ₀. The left side vanishes, because H₀ can be moved onto ψ₀, where H₀ − E₀ gives zero. Hence E₁ = ⟨ψ₀|z|ψ₀⟩. This is zero, since ψ₀² is even in z. The same product with the second equation gives

E₂ = ⟨ψ₀|z|ψ₁⟩.

Q: One way to solve these is by sums over all excited states, continuum included. Do you intend to do that?

A: No. The differential equations can be solved directly, and their solutions contain whatever the sums would contain. Write any correction as a factor G times ψ₀. The product rule gives

∇²(Gψ₀) = ψ₀∇²G + 2∇G·∇ψ₀ + G∇²ψ₀.

Since ψ₀ depends on r as e^(−r), its gradient is −ψ₀ times the radial unit vector, and so ∇G·∇ψ₀ = −ψ₀ ∂G/∂r. Multiply by −1/2 and add (−1/r − E₀)Gψ₀. The terms in which G is not differentiated combine to G(H₀ − E₀)ψ₀ = 0. What remains is

(H₀ − E₀)(Gψ₀) = ψ₀[−∇²G/2 + ∂G/∂r].

The Coulomb potential has dropped out, and polynomials in r become possible solutions.

Q: Show it on the first-order equation.

A: The source is −zψ₀ = −r cosθ ψ₀, so I take G = f(r)cosθ. For this angular dependence

∇²(f cosθ) = (f″ + 2f′/r − 2f/r²)cosθ.

After division by ψ₀cosθ the equation is

−f″/2 − f′/r + f/r² + f′ = −r.

Try f = αr + βr². The four terms on the left are

−f″/2 = −β,

−f′/r = −α/r − 2β,

f/r² = α/r + β,

f′ = α + 2βr.

The 1/r terms cancel and the sum is (α − 2β) + 2βr. Equality with −r requires β = −1/2 and α = 2β = −1. Therefore

ψ₁ = −(r + r²/2)cosθ ψ₀.

The minus sign means that the amplitude grows at negative z, which is where the force on the electron points.

Q: You guessed a form and it worked. Could there be another acceptable solution?

A: The difference χ of two normalizable solutions obeys (H₀ − E₀)χ = 0, so it is a multiple of ψ₀. A multiple of ψ₀ has no cosθ part, so f is unique. What could still be added to ψ₁ is cψ₀ with some constant c. Normalization at first order requires 2⟨ψ₀|ψ₁⟩ = 0 for real functions, and this sets c = 0.

Q: What is E₂, then?

A: It needs averages of powers of r in the unperturbed state. The angular integral gives 4π, and 4π/π = 4, so

⟨rⁿ⟩ = 4∫₀^∞ r^(n+2) e^(−2r) dr = 4(n+2)!/2^(n+3) = (n+2)!/2^(n+1).

Hence ⟨r²⟩ = 24/8 = 3, ⟨r³⟩ = 120/16 = 15/2 and ⟨r⁴⟩ = 720/32 = 45/2. The angular average of cos²θ is 1/3. So

E₂ = −⟨r cosθ (r + r²/2)cosθ⟩ = −(1/3)(⟨r²⟩ + ⟨r³⟩/2) = −(1/3)(3 + 15/4) = −9/4.

The energy falls by 9F²/4. It enters the next equation as a constant source.

Q: Now the second-order equation. Its source is not spherical, yet you speak of an s component.

A: With E₁ = 0 the right side is E₂ψ₀ − zψ₁. The two minus signs in −zψ₁ cancel:

−zψ₁ = r cosθ (r + r²/2)cosθ ψ₀ = (r² + r³/2)cos²θ ψ₀.

Let P₂ = (3cos²θ − 1)/2. Solving for the square gives cos²θ = 1/3 + (2/3)P₂. One part of the source is therefore spherical, and the other has the angular form of a d wave. Since H₀ does not mix different angular momenta, the solution separates in the same way:

ψ₂ = [g(r) + k(r)P₂]ψ₀.

For the spherical part G = g, with ∇²g = g″ + 2g′/r, and the equation is

−g″/2 − g′/r + g′ = −9/4 + r²/3 + r³/6.

The function k vanishes at the nucleus, as a d wave must, and does not affect the density there.

Q: This is a second-order differential equation. I expect two constants of integration, and you have to justify both.

A: The function g itself does not appear, only its derivatives. With h = g′ the equation is of first order:

−h′/2 − h/r + h = −9/4 + r²/3 + r³/6.

One constant belongs to h. The other appears when h is integrated. Take the first. The homogeneous equation is h′/h = 2 − 2/r, so ln h = 2r − 2 ln r + constant, and

h = C e^(2r)/r².

At large r its integral grows like e^(2r)/(2r²). Multiplied by ψ₀ this still grows like e^r/r², which cannot be normalized. Near the nucleus h ≈ C/r² gives g ≈ −C/r, and the Laplacian of 1/r is a delta function that the source does not contain. Either reason alone gives C = 0.

Q: And the particular solution?

A: The source is a cubic polynomial, so I try a cubic. A constant term in h would produce a term in 1/r that nothing could cancel, so

h = h₁r + h₂r² + h₃r³.

The three terms on the left are

−h′/2 = −h₁/2 − h₂r − (3/2)h₃r²,

−h/r = −h₁ − h₂r − h₃r²,

h = h₁r + h₂r² + h₃r³.

Their sum is

−(3/2)h₁ + (h₁ − 2h₂)r + (h₂ − (5/2)h₃)r² + h₃r³.

Compare with the source from the highest power down:

r³: h₃ = 1/6.

r²: h₂ = 1/3 + (5/2)(1/6) = 4/12 + 5/12 = 3/4.

r¹: h₁ = 2h₂ = 3/2.

r⁰: −(3/2)(3/2) = −9/4.

The last line has no unknown left to adjust, and it agrees with the source.

Q: Four conditions for three unknowns, and they are consistent. Is that luck?

A: No. It is the condition that a normalizable solution exists. Call the source S(r) and multiply the equation by r²e^(−2r). The left side becomes a total derivative, because

(r²e^(−2r)h)′ = r²e^(−2r)(h′ + 2h/r − 2h).

So

−(1/2)(r²e^(−2r)h)′ = r²e^(−2r)S.

Integrate from 0 to ∞. For an acceptable h the bracket vanishes at both ends, so the integral of r²e^(−2r)S must be zero. This says ⟨S⟩ = 0, or

E₂ + ⟨r²⟩/3 + ⟨r³⟩/6 = E₂ + 1 + 5/4 = 0.

That is again E₂ = −9/4. With any other value, h would contain the growing or the singular solution.

Q: Then integrate h, and tell me what fixes the second constant.

A: Integration gives

g = g₀ + (3/4)r² + (1/4)r³ + (1/24)r⁴.

The constant g₀ multiplies ψ₀, and H₀ − E₀ annihilates ψ₀, so the differential equation can never determine it. Yet g₀ is the value of g at the nucleus, the one quantity we need. Normalization determines it.

Q: So the answer rests on a convention? I could choose a different normalization and get a different g₀.

A: You could, but a density is a probability per volume only when the total probability is one. If ψ is not normalized, its square must be divided by ⟨ψ|ψ⟩, and the same answer returns. I take the direct way first. To second order

⟨ψ|ψ⟩ = 1 + 2F⟨ψ₀|ψ₁⟩ + F²(2⟨ψ₀|ψ₂⟩ + ⟨ψ₁|ψ₁⟩).

The linear term is zero. The bracket must vanish too:

2⟨ψ₀|ψ₂⟩ + ⟨ψ₁|ψ₁⟩ = 0.

The norm of the first-order part is

⟨ψ₁|ψ₁⟩ = (1/3)⟨(r + r²/2)²⟩ = (1/3)(⟨r²⟩ + ⟨r³⟩ + ⟨r⁴⟩/4)

= (1/3)(3 + 15/2 + 45/8) = (1/3)(129/8) = 43/8.

In ⟨ψ₀|ψ₂⟩ the P₂ part averages to zero over angles, which leaves ⟨g⟩:

⟨g⟩ = g₀ + (3/4)(3) + (1/4)(15/2) + (1/24)(45/2)

= g₀ + 36/16 + 30/16 + 15/16 = g₀ + 81/16.

The condition 2g₀ + 81/8 + 43/8 = 0 gives

g₀ = −124/16 = −31/4.

Q: And the other way, with your division by the norm?

A: Choose ⟨ψ₀|ψ₂⟩ = 0 instead. Then g₀ = −81/16, and the squared amplitude at the nucleus changes by the factor 1 − 81F²/8. The norm is now ⟨ψ|ψ⟩ = 1 + 43F²/8. Dividing, and keeping F², gives 1 − (81 + 43)F²/8 = 1 − 124F²/8. The normalized state gives 1 + 2g₀F² = 1 − 31F²/2, which is the same number.

Q: One more doubt about the wavefunction. Near a point nucleus an s wave must have a definite slope. Does your correction respect that?

A: Yes. The s part of ψ is (1 + F²g)ψ₀. Its logarithmic derivative at r = 0 is F²g′(0)/(1 + F²g₀) − 1. Since g′ begins with (3/2)r, g′(0) = 0 and the slope stays at −1. That slope is set by the nuclear charge. The field changes the height of the cusp and leaves its relative steepness alone.

**Second half: the nucleus, the spins and the range of the result**

Q: Before we go on, collect what you are taking over.

A: The Hamiltonian is H = −∇²/2 − 1/r + Fz in atomic units, with ψ₀ = e^(−r)/√π. Angle brackets without a state are averages in ψ₀, and ⟨rⁿ⟩ = (n+2)!/2^(n+1). The normalized perturbed state is ψ = ψ₀ + Fψ₁ + F²ψ₂, where

ψ₁ = −(r + r²/2)cosθ ψ₀,  ⟨ψ₁|ψ₁⟩ = 43/8,

ψ₂ = [g + kP₂]ψ₀,  g = −31/4 + (3/4)r² + (1/4)r³ + (1/24)r⁴.

Here P₂ = (3cos²θ − 1)/2, and k(r), still to be found, vanishes at r = 0. The energy is −1/2 − 9F²/4.

Q: What is the density at the nucleus?

A: Write ρ = ψ² and expand:

ρ = ψ₀² + 2Fψ₀ψ₁ + F²(ψ₁² + 2ψ₀ψ₂) + ….

At r = 0 both ψ₁ and kP₂ vanish, so only 2F²g(0)ψ₀² is left beside the first term. With ρ₀(0) = 1/π for the field-free atom,

ρ(0)/ρ₀(0) = 1 + 2(−31/4)F² = 1 − 31F²/2.

The next term is of order F⁴, because the density at the nucleus is even in F.

Q: A real nucleus is not a point. Does the result hold in a small region around r = 0?

A: Average ρ over angles at a small radius r and divide by ψ₀². The p wave adds (1/3)(r + r²/2)²F², which starts as F²r²/3, and 2g adds 3r²/2 to its central value. So

ρ/ψ₀² = 1 + F²(−31/2 + 11r²/6 + …).

For r much smaller than one bohr the fraction is practically constant. This argument concerns the region over which the density is sampled. It does not include the change that an extended nuclear charge makes in ψ₀ itself.

Q: I would have said the electron is moved aside into a p wave, and that the nucleus loses just that weight. Is that the whole effect?

A: It is about a third of it. The weight of the p wave is F²⟨ψ₁|ψ₁⟩ = 43F²/8, and the s wave loses the same amount. The weight of the d wave is only of order F⁴. Now normalize the s part by itself. Its squared norm is 1 + 2F²⟨g⟩ = 1 − 43F²/8, so its density at the nucleus, relative to ρ₀(0), is

(1 − 31F²/2)/(1 − 43F²/8) = 1 − (124 − 43)F²/8 = 1 − 81F²/8

to order F². Of the coefficient 15.5, the loss of weight supplies 5.375 and a change in the shape of the s wave supplies 10.125.

Q: Why should the s wave spread out? A field has no preference for larger radii.

A: The coupling Fz grows with distance. It takes the electron from s to p and back to s, and each step has a factor r. This produces the source S = −9/4 + r²/3 + r³/6, which is negative near the nucleus and positive outside. The equation for h = g′, multiplied by r²e^(−2r) and integrated from 0 to r, reads

r²e^(−2r)h(r) = −2∫₀^r t²e^(−2t)S(t)dt.

The integral over all radii is zero, and S changes sign once, from negative to positive. The integral up to any finite r is therefore negative, and h is positive. So g rises steadily from −31/4. Solving g = 0 numerically gives r = 2.254 bohr. Inside that radius the s amplitude is reduced, and outside it is increased.

Q: But the field lowers the energy. Should a more strongly bound electron not be closer to the nucleus?

A: The lowering comes from the field term. For a normalized eigenstate dE/dF = ⟨ψ|z|ψ⟩, since ∂H/∂F = z. With E = E₀ − 9F²/4 this gives

F⟨ψ|z|ψ⟩ = −9F²/2.

Subtract it from the total energy, and the mean value of H₀ is E₀ + 9F²/4. The internal energy of the atom rises, and twice that amount is gained from the field. A lower total energy thus gives no reason to expect more density at the nucleus.

Q: Now connect this with the spins. Why is the contact coupling proportional to ρ(0)?

A: Up to a factor that depends on the choice of units, a nuclear magnetic moment μ produces the field

B = ∇×[∇×(μ/r)] = ∇[∇·(μ/r)] − μ∇²(1/r).

The second term is +4πμδ(r), because ∇²(1/r) = −4πδ(r). The first contains the second derivatives ∂ᵢ∂ⱼ(1/r). Their trace is −4πδ(r), so their isotropic part is −(4π/3)δᵢⱼδ(r). The rest is traceless and equals (3nᵢnⱼ − δᵢⱼ)/r³, where n = r/r. The isotropic part of B is thus

(4π − 4π/3)μδ(r) = (8π/3)μδ(r).

The energy of the electron moment is −μₑ·B, and μₑ is antiparallel to the electron spin S. With the nuclear moment along the nuclear spin I, the coupling of the two spins is

H_s = C{(8π/3)δ(r) I·S + [3(I·n)(S·n) − I·S]/r³}.

The constant C contains the two moments and does not depend on F. To first order in C, the orbital state enters through its expectation value. The contact term becomes a I·S with

a = (8π/3)Cρ(0).

It falls by the same fraction as ρ(0):

a/a₀ = 1 − 31F²/2 + O(F⁴),  a₀ = 8C/3.

Q: You left out the field made by the electron's orbital motion.

A: Its coupling contains I·L/r³, where L is the orbital angular momentum. The operator L/r³ is Hermitian, so its mean value is real. It is also i times a real operator, so in a real wavefunction its mean value is imaginary. Both hold here only if it is zero. Spin-orbit coupling, which could make the orbital state complex, is outside this nonrelativistic model.

Q: The second term in your braces is still there. With a p and a d wave present it need not average to zero. Can you still claim that hyperfine intervals fall by 31F²/2?

A: Not each interval. The claim concerns the isotropic coupling a. The dipolar term appears at the same order in F, and I need k to find its size. With ∇²(kP₂) = (k″ + 2k′/r − 6k/r²)P₂ and the source (2/3)(r² + r³/2), the d equation is

−k″/2 − k′/r + 3k/r² + k′ = 2r²/3 + r³/3.

Insert k = k₂r² + k₃r³ + k₄r⁴ and collect powers:

r⁰: −k₂ − 2k₂ + 3k₂ = 0, for any k₂.

r¹: −3k₃ − 3k₃ + 3k₃ + 2k₂ = 0, so k₂ = 3k₃/2.

r²: −6k₄ − 4k₄ + 3k₄ + 3k₃ = 2/3, so 3k₃ = 2/3 + 7k₄.

r³: 4k₄ = 1/3.

From the bottom up, k₄ = 1/12, then k₃ = (8/12 + 7/12)/3 = 5/12, and k₂ = 5/8. No normalizable d-wave solution of the homogeneous equation exists, since E₀ belongs to an s state alone, so k is unique.

Q: And the dipolar average?

A: I need the mean of P₂/r³ in the perturbed state. The spherical terms ψ₀² and 2F²gψ₀² give zero when the angles are integrated first, and the linear term is odd in cosθ. Two terms remain at order F². The angular averages are those of P₂², which is 1/5, and of cos²θP₂, which is (2/3)(1/5) = 2/15. The p wave gives

(2/15)⟨(r + r²/2)²/r³⟩ = (2/15)⟨1/r + 1 + r/4⟩ = (2/15)(1 + 1 + 3/8) = 19/60,

where ⟨1/r⟩ = 1 and ⟨r⟩ = 3/2. The product of s and d waves gives

2(1/5)⟨k/r³⟩ = (2/5)⟨5/(8r) + 5/12 + r/12⟩ = (2/5)(5/8 + 5/12 + 1/8) = (2/5)(7/6) = 28/60.

The sum is ⟨ψ|P₂/r³|ψ⟩ = 47F²/60. Along the field 3n_z² − 1 = 2P₂, so the dipolar coupling constant is

D = 2C(47F²/60) = 47CF²/30 = (47/80)F²a₀,

since C = 3a₀/8. The tensor is traceless and symmetric about z, so its other two diagonal elements are −D/2.

Q: What does this do to the levels?

A: Let the nucleus also have spin one half. The spin Hamiltonian is

a I·S + D[I_zS_z − (I_xS_x + I_yS_y)/2].

In the triplet I·S = 1/4, and in the singlet I·S = −3/4. For the triplet states M = ±1, I_zS_z = 1/4 and I_xS_x + I_yS_y = 0, so the bracket is 1/4. For M = 0, I_zS_z = −1/4. The other two products then sum to 1/2 in the triplet and to −1/2 in the singlet, and the bracket is −1/2 and 0 respectively. The energies are

triplet, M = ±1: a/4 + D/4,

triplet, M = 0: a/4 − D/2,

singlet: −3a/4.

Measured from the singlet, the intervals are a + D/4, twice, and a − D/2. As fractions of a₀ they fall by

M = ±1: (31/2 − 47/320)F² = (4913/320)F² ≈ 15.35F²,

M = 0: (31/2 + 47/160)F² = (2527/160)F² ≈ 15.79F².

The mean of the three intervals is a, because the contributions of D cancel. That mean falls by 31F²/2.

Q: Put numbers in. How large is the effect in a strong field?

A: Take F = 0.004 atomic units, which is 2.06 × 10⁹ V/m and very strong. Then F² = 1.6 × 10⁻⁵, and the law gives

31F²/2 = 15.5 × 1.6 × 10⁻⁵ = 2.48 × 10⁻⁴.

The contact coupling falls by 0.0248 percent. The density at the nucleus goes from 0.318310 to 0.318231 bohr⁻³. These numbers are for a fixed nucleus. In real hydrogen the reduced mass μ, in units of the electron mass, replaces F by F/μ². The coefficient becomes 31/(2μ⁴) ≈ 15.53, which is 0.22 percent larger, and the fall becomes 0.0249 percent.

Q: That law comes from a truncated series. What does a calculation without the series say?

A: One can diagonalize the whole Hamiltonian H₀ + Fz in a finite basis. I used 20 radial functions, each a Laguerre polynomial times r^(l+1)e^(−r) for the function r times the radial wavefunction, for every l from 0 to 4. These functions have limited range and do not describe the escape of the electron. The lowest eigenvector gives the density at the nucleus, and its fractional fall can be compared with the law:

F = 0.002: 6.2012 × 10⁻⁵, law 6.2000 × 10⁻⁵.

F = 0.004: 2.4820 × 10⁻⁴, law 2.4800 × 10⁻⁴.

F = 0.010: 1.5578 × 10⁻³, law 1.5500 × 10⁻³.

To isolate the coefficient of F², divide each fall by F². The quotient has the form c₂ + c₄F² + …, so four times its value at F, minus its value at 2F, is 3c₂ up to higher terms. The first two fields give

c₂ = (4 × 15.5031 − 15.5123)/3 = 15.500.

Q: And where does the law stop being useful?

A: In these data the fall exceeds the law by 0.02, 0.08 and 0.5 percent of the law's value. The excess itself grows by a factor of 16.03 when F doubles from 0.002 to 0.004, close to the 2⁴ = 16 of an F⁴ term. The relative excess is then about 50F². Extrapolated, it reaches one percent near F = 0.014. The decay neglected at the start sets a second limit, and for hyperfine structure it comes early. In hydrogen a₀ is only about 2.2 × 10⁻⁷ hartree. The width of the level equals the shift of the coupling near F = 0.027 and exceeds a₀ itself by F = 0.035, so beyond these fields the effect is hidden by the width. On the scale of the binding energy the level survives longer. On the axis the barrier top −2√F comes down to −1/2 at F = 1/16, if the shift of the level is ignored. This marks only the rough scale: at that field the width is about 7 × 10⁻⁴ hartree, small beside the binding energy but some 3400 times a₀, and it grows to about 1.5 × 10⁻² hartree at F = 0.1.

Q: Your corrections contain r² and r⁴. At large r they must exceed ψ₀, however small F is.

A: They do. On the axis the leading large-r part of the first-order factor, Fr²/2, reaches one at r = √(2/F), about 22 bohr for F = 0.004. There ψ₀² is smaller than at the nucleus by about e^(−45), so this region adds almost nothing to the averages that fix g₀. The expansion is therefore useful for the density at the nucleus, although it does not describe the distant tail.

Q: Last, what happens for a nuclear charge Z other than one?

A: Measure lengths in units of 1/Z by writing r = r′/Z. The kinetic energy and the attraction −Z/r both acquire a factor Z², and the field term becomes Fz′/Z:

H = Z²[−∇′²/2 − 1/r′ + (F/Z³)z′].

The bracket is the problem already solved, with F replaced by F/Z³. The density at the nucleus has an additional factor Z³ with and without the field, and it cancels in the ratio. The fractional fall is

31F²/(2Z⁶).

For Z = 2 it is 64 times smaller than for Z = 1 in the same field. The electron is held closer to the nucleus, where the potential of the field varies less across the atom, and the excited states lie further away in energy.
